# The Cauchy pressure of fcc metals in the embedded-atom method

## What pair forces get wrong

Suppose that a cubic metal with one atom per primitive cell, such as an fcc or bcc metal, is modelled by atoms interacting through a pair potential alone, and that the crystal is free of stress. As shown below, the model then forces \(C_{12}=C_{44}\), whatever the shape of the potential. In most fcc metals \(C_{12}\) is larger than \(C_{44}\), so a potential fitted to one of the two constants misses the other. The difference \(C_{12}-C_{44}\) is called the Cauchy pressure.

The embedded-atom method removes the constraint by adding an energy that depends nonlinearly on the surroundings of each atom. For a static, stress-free crystal of this kind it gives

\[
C_{12}-C_{44}=\frac{F''(\rho)\,V^2}{\Omega},\qquad
V=\frac13\sum_{\mathbf R}R\,f'(R)=\frac{d\rho}{d\ln\Omega}.
\tag{1}
\]

Here \(F\) is the embedding function, \(f\) the density that one neighbour contributes, \(\rho\) the total density at an atom and \(\Omega\) the volume per atom. If \(V\neq0\), the sign of the Cauchy pressure is the sign of \(F''\). Explaining the positive sign therefore takes two parts: a derivation of (1), and a reason for \(F''>0\).

## The energy and its strain derivatives

The total energy is

\[
E_{\rm tot}=\sum_iF(\rho_i)+\frac12\sum_{i\ne j}\phi(r_{ij}),\qquad
\rho_i=\sum_{j\neq i}f(r_{ij}).
\]

In a perfect crystal all atoms are equivalent, and the energy per atom is

\[
E=F(\rho)+\frac12\sum_{\mathbf R}\phi(R),\qquad \rho=\sum_{\mathbf R}f(R),
\]

where \(\mathbf R\) runs over the vectors from one atom to the others. The nuclei are at rest; thermal and zero-point motion are left out.

A homogeneous deformation \(D\) takes \(\mathbf R\) to \(D\mathbf R\). With the Lagrangian strain \(\eta\), defined by \(D^TD=1+2\eta\), the new length obeys

\[
r^2=\mathbf R^TD^TD\,\mathbf R=R^2+2R_i\eta_{ij}R_j ,
\]

with repeated indices summed. The fcc crystal has one atom per primitive cell, and the deformed crystal is still a Bravais lattice. Every atom remains an inversion centre, so no net force acts on it and no internal relaxation has to be added.

Differentiating \(r^2\) gives \(\partial r/\partial\eta_{ij}=R_iR_j/r\). For any function \(g(r)\) it follows that

\[
\frac{\partial g}{\partial\eta_{ij}}=\frac{g'(r)}{r}R_iR_j .
\]

In the second derivative \(R_iR_j\) is constant, and only \(g'/r\) changes:

\[
\frac{\partial^2g}{\partial\eta_{ij}\partial\eta_{kl}}
=\frac{d}{dr}\!\left(\frac{g'}{r}\right)\frac{R_kR_l}{r}R_iR_j
=\left(\frac{g''}{r^2}-\frac{g'}{r^3}\right)R_iR_jR_kR_l .
\tag{2}
\]

At zero strain \(r=R\). The product of four components in (2) does not change when any two indices are exchanged.

The elastic constants are \(C_{ijkl}=\Omega^{-1}\,\partial^2E/\partial\eta_{ij}\partial\eta_{kl}\), with \(C_{12}=C_{1122}\) and \(C_{44}=C_{2323}\). The chain rule for \(F(\rho)\) produces two terms:

\[
\frac{\partial^2F}{\partial\eta_{ij}\partial\eta_{kl}}
=F'\frac{\partial^2\rho}{\partial\eta_{ij}\partial\eta_{kl}}
+F''\frac{\partial\rho}{\partial\eta_{ij}}\frac{\partial\rho}{\partial\eta_{kl}} .
\]

There are thus three contributions to \(C_{ijkl}\): from \(\phi\), from \(F'\) and from \(F''\).

## First contribution: the pair potential

By (2), the pair potential contributes

\[
\Omega C^{(\phi)}_{ijkl}=\frac12\sum_{\mathbf R}
\left(\frac{\phi''}{R^2}-\frac{\phi'}{R^3}\right)R_iR_jR_kR_l .
\]

For \(C_{12}\) the last factor is \(R_1^2R_2^2\), and for \(C_{44}\) it is \(R_2^2R_3^2\). Cubic symmetry makes the two sums equal. The pair potential therefore contributes nothing to \(C_{12}-C_{44}\), which is the constraint described at the start.

## Second contribution: the slope of the embedding function

The \(F'\) term is

\[
\Omega C^{(F')}_{ijkl}=F'\sum_{\mathbf R}
\left(\frac{f''}{R^2}-\frac{f'}{R^3}\right)R_iR_jR_kR_l .
\]

It has the same index symmetry and also cancels from \(C_{12}-C_{44}\). The reason is that a linear embedding energy is a pair energy in another form:

\[
\sum_ic\rho_i=c\sum_{i\ne j}f(r_{ij})=\frac12\sum_{i\neq j}2c\,f(r_{ij}).
\]

Replacing \(F\) by \(F+c\rho\) and \(\phi\) by \(\phi-2cf\) leaves the total energy unchanged for every arrangement of the atoms. The value of \(F'\) is thus a matter of convention, and one may choose \(c\) so that it vanishes at the equilibrium density. The curvature \(F''\) is unaffected by this choice.

## Third contribution: the curvature

The remaining term needs the first derivative of the density,

\[
V_{ij}=\frac{\partial\rho}{\partial\eta_{ij}}=\sum_{\mathbf R}\frac{f'(R)}{R}R_iR_j .
\]

In a cubic crystal the off-diagonal elements vanish, because reflection pairs each \(R_i\) with \(-R_i\), and the three diagonal elements are equal. Their sum is \(\sum_{\mathbf R}Rf'\), so \(V_{ij}=V\delta_{ij}\) with \(V\) as in (1). To first order in strain,

\[
\delta\rho=V(\eta_{11}+\eta_{22}+\eta_{33})=V\,\delta\ln\Omega .
\]

A change of volume alters the density at first order; a shear does not. For a density that falls with distance, \(V\) is negative, but it enters squared:

\[
\Omega C^{(F'')}_{ijkl}=F''V^2\,\delta_{ij}\delta_{kl}.
\]

For \(C_{1122}\) the product of deltas is 1, and for \(C_{2323}\) it is 0. Since the first two contributions cancel in the difference, this gives (1).

The curvature also adds \(F''V^2/\Omega\) to \(C_{11}\), because \(\delta_{11}\delta_{11}=1\). It therefore leaves \(C_{11}-C_{12}\) unchanged. The bulk modulus \(B=(C_{11}+2C_{12})/3\) rises by \((1+2)/3=1\) times the same amount. Compared with the pair model that remains when the \(F''\) term is dropped, a positive Cauchy pressure is thus an extra resistance to volume change that has no counterpart in shear. This reading depends on the pair model chosen for comparison; only the difference \(C_{12}-C_{44}\) does not.

The derivation used cubic symmetry and one atom per primitive cell. The fcc structure enters through the values of \(\rho\), \(V\) and \(\Omega\).

## Why the curvature is positive

In a metal bound by a band that is neither nearly empty nor nearly full, bonds tend to weaken as their number grows. (In a nearly empty band with nearest-neighbour hopping the electrons sit at the band bottom, whose depth is proportional to the number of neighbours, and the energy per bond becomes independent of that number as the filling tends to zero.) The second-moment approximation expresses this as follows. Let the local density of states have a fixed shape, centred at the orbital energy, and a width \(w\). With energies measured from the centre, \(n(\varepsilon)=w^{-1}n_0(\varepsilon/w)\). At fixed filling the band energy is

\[
E_{\rm band}=\int^{\varepsilon_F}\!\varepsilon\,n(\varepsilon)\,d\varepsilon
=w\int^{\varepsilon_F/w}\!x\,n_0(x)\,dx .
\]

The last integral is a constant. It is negative for partial filling, because the lowest states of a distribution with zero mean are occupied. The mean square width is the sum of the squared hopping elements to the neighbours. If \(f\) is taken proportional to the squared hopping, then \(w\propto\sqrt\rho\) and

\[
F=-\xi\sqrt\rho,\qquad F'=-\frac{\xi}{2\sqrt\rho},\qquad
F''=+\frac{\xi}{4\rho^{3/2}}>0,
\tag{3}
\]

with \(\xi>0\). With \(F\) written as the band energy itself, the slope is negative, since more neighbours bind more strongly, but it flattens as \(\rho\) grows. A loss of density then costs more binding than an equal gain of density returns, and, compared with a linear \(F\) of the same slope, this asymmetry stiffens the crystal against volume change.

How far the square root can be trusted is seen from half-filled s bands with nearest-neighbour hopping \(t\) on a chain, a square lattice and a simple cubic lattice, which have \(Z=2\), 4 and 6 neighbours. A pair energy at fixed distance would give a constant \(|E|/Z\). The computed values of \(|E|/(Z|t|)\) fall from 0.637 to 0.405 and 0.334, so the bonds do saturate. The ratio \(|E|/(\sqrt Z|t|)\), which (3) takes as constant, is 0.90, 0.81 and 0.82.

These three energies do not form a convex sequence, however. From \(Z=2\) to 4 the energy falls by \(0.35|t|\), and from 4 to 6 by \(0.38|t|\). A square-root law with a fixed prefactor would make the second step the smaller one. The prefactor varies because the density of states has a different shape on each lattice. Convexity of \(F\) is thus a consequence of the fixed-shape approximation, supported by the overall trend, and not a theorem about bands. The comparison also varies the number of neighbours at fixed distance, whereas (1) concerns the response to strain. A strained fcc s band with exponentially decaying nearest-neighbour hopping does give a positive Cauchy pressure at quarter and at half filling. Its size is about 0.7 and 1.7 times the nearest-neighbour estimate derived below, with \(\xi\sqrt{\rho_1}\) set equal to the magnitude of the band energy. The square root gives the sign and the order of magnitude there, not the value.

## Weighing the contributions in a model metal

Take \(F\) from (3), together with

\[
f=e^{-2q(r/r_0-1)},\qquad \phi=2A\,e^{-p(r/r_0-1)},
\]

and round parameters that represent no particular element: \(\xi=0.05\) hartree, \(A=0.004\) hartree, \(p=10\), \(q=3\), \(r_0=5\) bohr. Minimizing the energy gives a lattice constant of 6.930 bohr, with \(\Omega=83.19\) bohr³, \(\rho=14.551\) and \(V=-29.664\). Then

\[
F''=\frac{0.05}{4\,(14.551)^{3/2}}=2.252\times10^{-4}\ \text{hartree},
\]

\[
C_{12}-C_{44}=\frac{2.252\times10^{-4}\times(29.664)^2}{83.19}
=2.382\times10^{-3}\ \text{hartree/bohr}^3 ,
\]

or 70.1 GPa. The energies of explicitly strained crystals give the same value to the digits shown.

To isolate the curvature, replace \(F\) by its tangent at the equilibrium density. The first derivatives of the energy are unchanged, so the lattice stays in equilibrium, but \(F''\) is now zero. In units of \(10^{-3}\) hartree/bohr³, the strained crystals give:

| | full \(F\) | tangent \(F\) | difference |
|---|---|---|---|
| \(C_{11}\) | 6.184 | 3.802 | 2.382 |
| \(C_{12}\) | 4.705 | 2.323 | 2.382 |
| \(C_{44}\) | 2.323 | 2.323 | 0 |
| \(B\) | 5.198 | 2.816 | 2.382 |

With the tangent, \(C_{12}=C_{44}\). Measured against the tangent, the curvature supplies \(2.382/5.198=46\%\) of the bulk modulus and about half of \(C_{12}\), but none of \(C_{44}\). (Another pair reference divides the effect differently. With nearest neighbours only, the model has \(B=4.785\) and \(C_{44}=2.051\) at its own equilibrium. The pair potential \(\phi+F(12f)/6\) has the same energy-volume curve and hence the same \(B\), but \(C_{12}=C_{44}=3B/4=3.59\). Against it, the many-body term softens shear and leaves \(B\) unchanged.) If the curvature is instead multiplied by \(-0.5\), the Cauchy pressure becomes \(-1.191\) in the same units. The crystal still resists all small homogeneous strains, since \(C_{44}\), \(C_{11}-C_{12}\) and \(B\) remain positive. Elastic stability alone therefore does not require a positive Cauchy pressure.

The size of the effect can be estimated from the nearest neighbours, at distance \(r_1=4.900\) bohr. Let \(\rho_1=12f(r_1)\) be their density. Since \(f'=-(2q/r_0)f\),

\[
V_1=\frac{r_1}{3}\left(-\frac{2q}{r_0}\right)\rho_1=-\frac{2q\,r_1}{3r_0}\,\rho_1 ,
\]

\[
\frac{F''V_1^2}{\Omega}
=\frac{1}{\Omega}\,\frac{\xi}{4\rho_1^{3/2}}\,\frac{4q^2r_1^2}{9r_0^2}\,\rho_1^2
=\frac{\xi\sqrt{\rho_1}}{9\Omega}\left(\frac{q\,r_1}{r_0}\right)^2 .
\]

In this estimate the Cauchy pressure is set by the embedding energy per volume and by the square of the rate at which hopping decays with distance. The estimate gives \(2.123\times10^{-3}\) hartree/bohr³, which is 11% below the full value; for a more slowly decaying density, \(q=2\), the shortfall is 30%. The more distant shells raise \(|V|\) from 26.5 to 29.7 and \(\rho\) from 13.5 to 14.6. The increase in \(V^2\) outweighs that in \(\rho^{3/2}\).

## A fourth contribution: external pressure

In a crystal under pressure \(P\), the derivation of (1) still holds for the constants defined by Lagrangian strain. The coefficients that relate a change of true stress to a small further strain are different. To find them, let \(T_{ij}=\Omega^{-1}\partial E/\partial\eta_{ij}\), where \(\Omega\) is the volume of the compressed crystal before the further strain. To first order in \(\eta\),

\[
T_{ij}=-P\delta_{ij}+C_{ijkl}\eta_{kl}.
\]

An additional small strain \(\delta\epsilon\) of the deformed crystal changes \(\eta\) by \(D^T\delta\epsilon\,D\). The work done is \(\Omega\,T_{ij}\,\delta\eta_{ij}\), and it must equal \(\Omega J\,\sigma_{ij}\,\delta\epsilon_{ij}\), where \(\sigma\) is the true stress and \(J=\det D\). Hence \(\sigma=J^{-1}D\,T\,D^T\).

For a shear with \(\epsilon_{23}=\epsilon_{32}=\gamma/2\), to first order \(J=1\), \(T_{23}=C_{44}\gamma\) and \((DD^T)_{23}=\gamma\). This gives

\[
\sigma_{23}=(C_{44}-P)\gamma .
\]

For a stretch \(\epsilon_{22}=e\), one has \(J=1+e\), \(D_{11}=1\) and \(T_{11}=-P+C_{12}e\), so that

\[
\sigma_{11}=\frac{-P+C_{12}e}{1+e}\approx-P+(C_{12}+P)e .
\]

The stress-strain coefficients are therefore \(B_{12}=C_{12}+P\) and \(B_{44}=C_{44}-P\), and

\[
B_{12}-B_{44}=2P+\frac{F''V^2}{\Omega}.
\tag{4}
\]

At \(P=0\) the two definitions coincide. Under compression even pure pair forces give a positive difference, \(2P\), which must be subtracted before the remainder is attributed to embedding. When the lattice constant of the model metal is reduced by 3%, \(P=0.605\) and \(F''V^2/\Omega=2.716\), in units of \(10^{-3}\) hartree/bohr³. Equation (4) gives \(2\times0.605+2.716=3.926\), as do the numerically differentiated stresses. The pressure term is 31% of this total.

## Where the explanation fails

A positive Cauchy pressure is not a law for fcc metals; iridium is an exception. At zero pressure, (1) could reproduce a negative value only with \(F''<0\), which contradicts (3). Since (3) rests on the fixed-shape approximation, this does not by itself single out a cause. One assumption that can fail is that the surroundings act on an atom only through a spherical density.

Suppose that the energy per atom also contains \(G\sum_{ij}Q_{ij}^2\), with

\[
Q_{ij}=\sum_{\mathbf R}h(R)\left(\frac{R_iR_j}{R^2}-\frac{\delta_{ij}}3\right),
\]

where \(h\) is some radial function. In the unstrained cubic crystal \(Q=0\), so the first-order response of \(Q\) determines the elastic constants.

- A shear \(\gamma\) gives \(Q_{23}=Q_{32}=a\gamma\). The energy is \(2Ga^2\gamma^2\), and \(C_{44}\) changes by \(4Ga^2/\Omega\).
- Axial strains give \(Q_{ii}=b(\eta_{ii}-\tfrac13{\rm tr}\,\eta)\) (no sum), as cubic symmetry and zero trace require. The energy is \(Gb^2[\sum_i\eta_{ii}^2-\tfrac13({\rm tr}\,\eta)^2]\). Its mixed derivative with respect to \(\eta_{11}\) and \(\eta_{22}\) is \(-\tfrac23Gb^2\), so \(C_{12}\) changes by \(-2Gb^2/(3\Omega)\).

Together,

\[
\Delta(C_{12}-C_{44})=-\frac{G}{\Omega}\left(4a^2+\frac23b^2\right).
\]

An energy cost for angular distortion, \(G>0\), lowers the Cauchy pressure and can make it negative even when \(F\) is convex. In a model that contains both, the sign reflects the balance of such terms with the embedding curvature. Conversely, a positive value does not prove that a convex \(F\) is its cause. Add to pair forces an energy \(U(\Omega)\) that depends on the volume alone. Since the strained volume is \(\Omega\sqrt{\det(1+2\eta)}\), it contributes \(U'+\Omega U''\) to \(C_{12}\) and \(-U'\) to \(C_{44}\), so that \(C_{12}-C_{44}=2U'+\Omega U''\). For \(U=-\alpha\Omega^{-1/3}\) with \(\alpha>0\) this is \(2\alpha/(9\Omega^{4/3})>0\). The embedded-atom method is one way to obtain a positive Cauchy pressure, and it can describe a metal only where angular terms do not dominate.

## Values computed for the example and the checks

```
Embedding strength xi: 0.050 hartree
Repulsion strength A: 0.004 hartree
Repulsion exponent p: 10.0
Density exponent q: 3.0
Length r0: 5.0 bohr
Neighbours in the lattice sums: 1288
Equilibrium lattice constant: 6.92956 bohr
Nearest-neighbour distance: 4.89994 bohr
Volume per atom Omega: 83.1872 bohr^3
Energy per atom: -0.13150 hartree
Density rho (dimensionless): 14.55136
V from lattice sum (dimensionless): -29.66405
d rho/d ln Omega from dilation: -29.66406
d rho/d shear angle below 1e-8: True
F': -0.0065537 hartree
F'': 0.0002252 hartree
C11 from strained crystal: 6.1837 1e-3 hartree/bohr^3
C12 from strained crystal: 4.7051 1e-3 hartree/bohr^3
C44 from strained crystal: 2.3230 1e-3 hartree/bohr^3
C12-C44 from strained crystal: 2.3821 1e-3 hartree/bohr^3
C12-C44 from F'' V^2/Omega: 2.3821 1e-3 hartree/bohr^3
C12-C44 from F'' V^2/Omega: 70.08 GPa
Bulk modulus from energy-volume curve: 5.1980 1e-3 hartree/bohr^3
Tangent F: C11: 3.8016 1e-3 hartree/bohr^3
Tangent F: C12: 2.3230 1e-3 hartree/bohr^3
Tangent F: C44: 2.3230 1e-3 hartree/bohr^3
Tangent F: bulk modulus: 2.8159 1e-3 hartree/bohr^3
Curvature times -0.5: C12-C44: -1.1911 1e-3 hartree/bohr^3
First-shell estimate of C12-C44: 2.1233 1e-3 hartree/bohr^3
Compressed crystal: a/a0: 0.97
Compressed: pressure P: 0.6052 1e-3 hartree/bohr^3
Compressed: F'' V^2/Omega: 2.7160 1e-3 hartree/bohr^3
Compressed: Lagrangian C12-C44: 2.7160 1e-3 hartree/bohr^3
Compressed: stress-strain B12-B44: 3.9264 1e-3 hartree/bohr^3
Compressed: 2P + F'' V^2/Omega: 3.9264 1e-3 hartree/bohr^3
s band, Z=2: E/|t| = -1.2736, |E|/(Z|t|) = 0.6368, |E|/(sqrt(Z)|t|) = 0.9005
s band, Z=4: E/|t| = -1.6207, |E|/(Z|t|) = 0.4052, |E|/(sqrt(Z)|t|) = 0.8104
s band, Z=6: E/|t| = -2.0049, |E|/(Z|t|) = 0.3341, |E|/(sqrt(Z)|t|) = 0.8185
```
